# Charge-Mode Velocity of a Metallic Nanotube Above a Ground Plane

## The decision: which elements enter the line model

A circuit or time-domain calculation of a nanotube interconnect needs an inductance and a capacitance per length. The choice fixes the signal velocity, the line impedance and the largest stable time step. For the tube treated below, using only the magnetic inductance and the electrostatic capacitance gives the speed of light in the dielectric, about 59 times too fast. Using the kinetic inductance with the quantum capacitance alone gives the Fermi velocity $v_F$, which is 3.7 times too slow. The elements to enter are

$$L_K=\frac{h}{8e^2v_F},\qquad \frac1C=\frac1{C_Q}+\frac1{C_E},\qquad C_Q=\frac{8e^2}{hv_F},$$

and they give

$$v_c=\frac1{\sqrt{L_KC}}=v_F\sqrt{1+\frac{C_Q}{C_E}}>v_F. \tag{1}$$

Here $C_E$ is the electrostatic capacitance per length. All three constants are totals for one tube with four conducting channels. The result holds in mean field, for linear bands, without scattering, and for wavelengths long against the distance to the ground plane. SI units are used. Carriers are given charge $e$; reversing its sign changes neither the line constants nor the velocities, which contain only $e^2$.

## Four channels and their Fermi velocity

Take nearest-neighbour hopping $t$ on the honeycomb lattice, with bond length $b$ and lattice period $a=\sqrt3\,b$. The axis of an armchair $(n,n)$ tube lies along a lattice period and its circumference is $3nb$. With $k$ the wave number along the axis and $k_\perp$ the one around it, the sum over the three neighbours is

$$f=e^{ik_\perp b}+2e^{-ik_\perp b/2}\cos(ka/2).$$

Periodicity around the tube requires $k_\perp=2\pi j/(3nb)$ with integer $j$. For $j=n$, the two phases are $e^{2\pi i/3}$ and $e^{-i\pi/3}=-e^{2\pi i/3}$, so

$$f=e^{2\pi i/3}\,[1-2\cos(ka/2)],\qquad E=\pm t\,[1-2\cos(ka/2)].$$

The phase of $f$ does not depend on $k$. The two sublattice eigenvectors are therefore the same for all $k$. A potential that is smooth on the atomic scale neither mixes these two bands nor reduces the overlap between neighbouring states within one.

The bands cross where $\cos(ka/2)=1/2$, at $k=\pm2\pi/(3a)$. The slope there has magnitude $ta\sin(\pi/3)$, hence

$$\hbar v_F=\frac{\sqrt3}{2}\,ta.$$

Each band has one right-moving and one left-moving branch. Two bands and two spins give four channels.

## Kinetic inductance and quantum capacitance

Measure energies from the Fermi level. If the Fermi point of a branch moves by $q$, states with energies from $0$ to $\hbar v_F|q|$ are filled or emptied. In either case the energy cost per length is

$$\int_0^{|q|}\frac{d\kappa}{2\pi}\,\hbar v_F\kappa=\frac{\hbar v_Fq^2}{4\pi}.$$

The two branches of a channel together cost $\hbar v_Fq^2/(2\pi)$.

**Current without charge.** Shift both Fermi points by $+q$. The right-moving density rises by $q/2\pi$ and the left-moving density falls by the same amount. The charge is unchanged. Since the velocities are opposite, the two current changes add:

$$I=e\left[v_F\frac q{2\pi}+(-v_F)\left(-\frac q{2\pi}\right)\right]=\frac{ev_Fq}{\pi}.$$

Setting the energy equal to $\tfrac12\ell_KI^2$ defines the inductance of one channel:

$$\ell_K=\frac{\hbar v_Fq^2}{\pi}\,\frac{\pi^2}{e^2v_F^2q^2}=\frac{\pi\hbar}{e^2v_F}=\frac{h}{2e^2v_F}.$$

Four equal inductances in parallel give $L_K=\ell_K/4=h/(8e^2v_F)$.

**Charge without current.** Move the Fermi points apart by $q$ each. Both densities rise by $q/2\pi$, so the charge per length is $eq/\pi$ and the currents cancel. Setting the same energy equal to $(eq/\pi)^2/(2c_Q)$ gives

$$c_Q=\frac{e^2q^2}{\pi^2}\,\frac{\pi}{\hbar v_Fq^2}=\frac{e^2}{\pi\hbar v_F}=\frac{2e^2}{hv_F}.$$

Four in parallel give $C_Q=4c_Q=8e^2/(hv_F)$. The product is

$$L_KC_Q=\frac{h}{8e^2v_F}\,\frac{8e^2}{hv_F}=\frac1{v_F^2}. \tag{2}$$

Carrier inertia together with the cost of filling higher states thus gives a wave at $v_F$. The Coulomb energy of the accumulated charge has not yet entered.

## Electrostatic capacitance

Let the tube have radius $R$, with its axis at height $H$ above a perfectly conducting plane, in a uniform dielectric of permittivity $\varepsilon$. The tube surface is treated as an equipotential. A real tube is only partly so, since the four channels carry charge uniform around the circumference; uniform charge replaces $\operatorname{arccosh}(H/R)$ below by $\ln(2H/R)$. The two agree closely for $H\gg R$, as in the example, but not when $H$ is comparable with $R$. Put line charges $\pm\lambda$ at heights $\pm d$, where $d^2=H^2-R^2$. The potential is

$$\phi=\frac{\lambda}{2\pi\varepsilon}\ln\frac{r_-}{r_+},$$

with $r_\pm$ the distances from the two lines. It vanishes on the plane. A point on the tube has height $H+R\cos\theta$ and lateral position $R\sin\theta$, so

$$r_\pm^2=(H\mp d)^2+R^2+2(H\mp d)R\cos\theta.$$

Because $R^2=(H-d)(H+d)$, a factor can be taken out:

$$r_\pm^2=2(H\mp d)(H+R\cos\theta).$$

The angle cancels in the ratio, so the tube surface is an equipotential, with

$$\frac{r_-}{r_+}=\sqrt{\frac{H+d}{H-d}}=\frac{H+d}{R}.$$

The logarithm of this is $\operatorname{arccosh}(H/R)$, and

$$C_E=\frac{\lambda}{\phi}=\frac{2\pi\varepsilon}{\operatorname{arccosh}(H/R)}. \tag{3}$$

## Equations of motion

Let $n_{R,i}$ and $n_{L,i}$ be the excess densities of the two branches in channel $i$. A force $F$ moves every occupied state at the rate $\dot k=F/\hbar$. This adds right movers at the rate $F/(2\pi\hbar)$ per length and removes left movers at the same rate:

$$\partial_tn_{R,i}+v_F\partial_xn_{R,i}=\frac F{2\pi\hbar},\qquad
\partial_tn_{L,i}-v_F\partial_xn_{L,i}=-\frac F{2\pi\hbar}.$$

Define $n_i=n_{R,i}+n_{L,i}$ and $j_i=v_F(n_{R,i}-n_{L,i})$. The sum of the two equations, and $v_F$ times their difference, are

$$\partial_tn_i+\partial_xj_i=0,\qquad
\partial_tj_i+v_F^2\partial_xn_i=\frac{v_FF}{\pi\hbar}. \tag{4}$$

At long wavelength the electrostatic potential is local, $\phi=e\sum_jn_j/C_E$. The force is $F=-e\,\partial_x\phi$, the same for all channels. Differentiate the first equation in time and eliminate $j_i$ with the second:

$$\partial_t^2n_i=v_F^2\partial_x^2n_i+\frac{v_Fe^2}{\pi\hbar C_E}\sum_j\partial_x^2n_j.$$

Since $e^2/(\pi\hbar)=v_Fc_Q$, the matrix of squared velocities is

$$M_{ij}=v_F^2\left(\delta_{ij}+\frac{C_Q}{4C_E}\right).$$

For equal densities in all four channels, the second term contributes four times, and the eigenvalue is $v_F^2(1+C_Q/C_E)$. This is equation (1). Three independent density patterns have zero sum. They create no long-range potential and travel at $v_F$.

For implementation, sum (4) over channels, with $\rho=e\sum_in_i$ and $I=e\sum_ij_i$. The force term becomes $4ev_FF/(\pi\hbar)=F/(eL_K)$. Multiplying by $L_K$ and using (2) gives

$$L_K\partial_tI=-\frac{\partial_x\rho}{C_Q}-\frac{\partial_x\rho}{C_E}=-\partial_xV,\qquad
C\,\partial_tV=-\partial_xI,\qquad V=\frac\rho C. \tag{5}$$

The node voltage $V$ is the electrochemical potential divided by $e$. It contains the band-filling part $\rho/C_Q$ as well as the electrostatic part $\rho/C_E$. A program that needs the electrostatic potential must use $\rho/C_E=VC/C_E$.

## Why the charge mode is faster

The energy per length is

$$u=\frac{L_KI^2}{2}+\frac{\rho^2}{2C_Q}+\frac{\rho^2}{2C_E}.$$

The first term measures inertia and the other two measure stiffness against compression. Coulomb repulsion adds the last term and leaves the first unchanged. The wave therefore runs faster than it would with band filling alone. In circuit language, the second capacitor is in series, so $C<C_Q$. No carrier has to move faster than $v_F$: the field of a charged region pushes carriers ahead of it, and the pattern of charge advances faster than any one of them.

With $r=C_Q/C_E$, two limits are useful:

- **Strong screening, $r\ll1$.** Expanding the root gives $v_c\approx v_F(1+r/2)$. The charge mode approaches the neutral modes. The tube treated below stays far from this limit: even a plane 0.34 nm from its surface would leave $r$ between 2.5 (equipotential surface, equation (3)) and 2.8 (charge uniform around the circumference) at a relative permittivity of 2.5.
- **Weak screening, $r\gg1$.** Then $v_c\approx v_F\sqrt r\,[1+1/(2r)]$. The leading term is $1/\sqrt{L_KC_E}$, in which the quantum capacitance has dropped out.

## Magnetic inductance and the upper bound

At frequencies where the plane excludes magnetic flux, its return current acts as an image filament. With current filaments at $\pm d$, the flux per length and current between plane and tube is

$$L_M=\frac{\mu_0}{2\pi}\int_0^{H-R}\left(\frac1{d-x}+\frac1{d+x}\right)dx
=\frac{\mu_0}{2\pi}\ln\frac{d+H-R}{d-H+R}.$$

Write $s=\sqrt{H+R}$ and $p=\sqrt{H-R}$, so that $d=sp$. The fraction becomes

$$\frac{s+p}{s-p}=\frac{(s+p)^2}{s^2-p^2}=\frac{H+d}{R}.$$

Its logarithm is the one in (3). Hence $L_MC_E=\mu_0\varepsilon=1/c_m^2$, where $c_m$ is the speed of light in the dielectric. Replace $L_K$ by $L_K+L_M$ and multiply numerator and denominator by $C_Q$:

$$v^2=\frac{1/C_Q+1/C_E}{L_K+L_M}
=\frac{v_F^2(1+r)}{1+r\,v_F^2/c_m^2}. \tag{6}$$

Subtraction gives

$$v^2-v_F^2=\frac{v_F^2\,r\,(1-v_F^2/c_m^2)}{1+rv_F^2/c_m^2},\qquad
c_m^2-v^2=\frac{c_m^2-v_F^2}{1+rv_F^2/c_m^2}.$$

Both are positive for $v_F<c_m$ and $r>0$. The velocity then lies between $v_F$ and $c_m$, however weak the screening.

## Scattering

Let carriers be turned back at the rate $v_F/\ell$, where $\ell$ is the backscattering length. The right-moving equation gains $-(v_F/\ell)(n_R-n_L)$ and the left-moving one gains the opposite term. The density equation is unchanged, while the current decays at the rate $2v_F/\ell$:

$$L_K\left(\partial_t+\frac{2v_F}\ell\right)I=-\partial_xV.$$

The series resistance per length is therefore $R_s=2v_FL_K/\ell=h/(4e^2\ell)$. For waves $e^{i(kx-\omega t)}$, this equation and the second of (5) become

$$-i\omega L_K\left(1+\frac{2iv_F}{\omega\ell}\right)I=-ikV,\qquad -i\omega CV=-ikI.$$

Eliminating $I$ and $V$ gives

$$k=\frac{\omega}{v_c}\sqrt{1+\frac{2iv_F}{\omega\ell}}. \tag{7}$$

For $\omega\gg2v_F/\ell$, the root is close to $1+iv_F/(\omega\ell)$. The wave then travels at $v_c$ and its amplitude decays over $\ell v_c/v_F$. For $\omega\ll2v_F/\ell$, the second term dominates, and with $\sqrt{2i}=1+i$,

$$k\approx\frac{1+i}{v_c}\sqrt{\frac{\omega v_F}\ell}.$$

Equal real and imaginary parts mean diffusion of charge. The phase velocity $\omega/\operatorname{Re}k$ then falls as $\sqrt\omega$ and may drop below $v_F$.

## Worked example

The example is a (10,10) tube 50 nm above a plane. Rough typical inputs are $t=2.7$ eV, $b=0.142$ nm, relative permittivity 2.5 and $\ell=1$ µm. The geometry gives $a=0.246$ nm and $R=3nb/(2\pi)=0.678$ nm. Then

$$\hbar v_F=0.866\times2.7\times0.246=0.575\ \text{eV nm},$$

or $v_F=874$ km/s. The line constants follow:

- $L_K=3.69$ nH/µm and $C_Q=355$ aF/µm.
- $\operatorname{arccosh}(H/R)=4.99$, so $C_E=27.9$ aF/µm.
- $r=354.7/27.85=12.74$, and the series capacitance is $C=25.8$ aF/µm.

The velocity is

$$v_c=874\,\sqrt{13.74}=3.24\times10^3\ \text{km/s}=3.71\,v_F.$$

The ideal delay over 1 µm is 0.31 ps and the lossless line impedance $\sqrt{L_K/C}$ is 12.0 kΩ. These digits belong to the model with $t=2.7$ eV. For $t$ from 2.5 to 3.1 eV ($v_F$ from 809 to 1003 km/s), $v_c/v_F$ runs from 3.84 to 3.48 and the impedance from 12.4 to 11.2 kΩ. Omitting $C_Q$ would give $\sqrt{12.74}\,v_F=3.57\,v_F$, which is 3.7% below $v_c$.

The velocity was tested without the line constants $L_K$ and $C_Q$. On a ring of 30,000 lattice cells, the mean-field equations of motion for particle-hole pairs were diagonalized, using the curved lattice bands and the coupling $e^2/C_E=5.75$ eV nm. The charge mode came out at $3.70621\,v_F$, equal to the formula to the digits given. The three neutral modes came out at $1.000000\,v_F$, as did the fastest mode with the coupling set to zero. With two channels and the same coupling, the charge mode fell to $2.714\,v_F$, in agreement with $\sqrt{1+r/2}$. This confirms the mean-field result; it does not test effects beyond mean field.

## When the line carries a wave

Resistance equals inductive reactance at $f=v_F/(\pi\ell)=278$ GHz. Equation (7) gives two different regimes:

- **1 THz.** The resistance is 0.28 of the reactance. The phase velocity is $0.99\,v_c$, the wavelength 3.2 µm and the amplitude decay length 3.7 µm. The amplitude falls to $e^{-3.21/3.74}=0.42$ over one wavelength.
- **10 GHz.** The resistance is 28 times the reactance. The phase velocity is $0.26\,v_c$, slightly below $v_F$. The wavelength is 85 µm but the decay length is 14 µm, so the amplitude is lost well within one wavelength.

The velocity $v_c$ is thus a property of the line constants and of fast signals. It is not the phase velocity of a gigahertz signal on a long tube with this scattering length.

## Size of the other neglected effects

**Magnetic inductance.** $L_M$ is 1.0 pH/µm, or $2.7\times10^{-4}$ of $L_K$. It lowers the velocity by 0.014%. This value assumes that the plane excludes the flux. In copper the skin depth is about 66 nm at 1 THz and 0.66 µm at 10 GHz, more than the height of the tube, so flux enters the plane and, if the plane is much thicker than the skin depth, $L_M$ rises to between 1.1 and 1.5 pH/µm. A thinner plane can raise $L_M$ further, but it remains negligible beside $L_K$.

**Finite wavelength.** A line charge varying as $e^{iqx}$ has potential proportional to $K_0(qD)$ at distance $D$, in place of a logarithm. For $qR\ll1$, the difference between the tube and image terms is

$$K_0(qR)-K_0(2qH)\approx\ln\frac{2H}R-(qH)^2\,[1-\gamma-\ln(qH)],$$

where $\gamma=0.577$ and the small-argument series of $K_0$ has been used to second order in $qH$. At 1 THz without scattering, $qH=0.097$, and the correction is 0.026 out of 4.99. The velocity falls by 0.24%. Once $qH$ approaches one, a constant $C_E$ is no longer justified.

**Temperature and doping.** For a linear band, thermal smearing changes neither line constant, because every state has the same speed. Band curvature changes the mean speed by $-0.007\%$ at 300 K. A Fermi level 0.1 eV from the crossing changes it by $-0.03\%$; $C_Q$, which follows the mean inverse speed, rises by 0.05%, and $v_c$ falls by less than 0.02%. The speeds of the two bands change separately by $+1.2\%$ and $-1.3\%$, so the neutral modes then no longer share one velocity. The next subband starts at 0.83 eV, where the Boltzmann factor at 300 K is about $10^{-14}$.

**Short-range repulsion.** There are $4n$ atoms per period, so an on-site energy $U$ has the coupling scale $Ua/(4n)$. With a rough $U=10$ eV, this is 3.4% of $\pi\hbar v_F$ and 1.1% of $e^2/C_E$. These ratios are scales for possible changes in the neutral and charge modes, not calculated corrections. Correlation gaps are outside the model.

## Real interconnects

A diameter near 1.4 nm, a plane tens of nanometres away and a permittivity of 2.5 are reasonable for a single-wall tube in a low-permittivity wiring stack. A scattering length near 1 µm is a rough value for a clean tube at room temperature and low bias. Defects and high bias shorten it. At $\ell=0.1$ µm, with all else fixed, the crossover moves from 278 GHz to 2.8 THz. Absence of scattering is therefore the assumption whose failure moves the result most among the effects sized here: at 10 GHz, scattering with $\ell=1$ µm already reduces the phase velocity by a factor of 3.8. Real wiring may also use bundles or multiwall tubes, has contact resistance, and may have a layered dielectric. Each needs its own line constants or end conditions.

## Discretizing the line

Put $V$ and $I$ on staggered points with spacing $\Delta x$ and advance them alternately by $\Delta t$. For a lossless plane wave, each centred difference produces a sine, and the two equations in (5) combine to

$$\sin\frac{\omega\Delta t}2=\frac{v_c\Delta t}{\Delta x}\sin\frac{k\Delta x}2.$$

For $\omega$ to be real at every $k$ on the grid, $\Delta t\le\Delta x/v_c$ is required. A limit based on $v_F$ would allow a step 3.7 times too long here. With $\Delta x=0.1$ µm, the limit is 0.031 ps. As $\Delta t\to0$, expanding the sine gives a relative frequency error of $-(k\Delta x)^2/24$. At a wavelength of 3.2 µm, $k\Delta x=0.20$ and the error is $-0.16\%$, comparable with the finite-wavelength correction. Both lower the velocity, so on this grid and with a small time step the numerical error partly makes up for an effect that (5) leaves out. A finer grid, or a time step close to the limit, removes this accidental compensation, and the 0.24% error of a constant $C_E$ remains.

The main computed values are listed in the numerical output.

## Computed values

```
hopping (rough): 2.7 eV
carbon bond length (rough): 0.142 nm
lattice period a: 0.246 nm
tube index n of (n,n): 10
tube radius R: 0.678 nm
axis height H: 50 nm
relative permittivity (rough): 2.5
hbar*v_F: 0.5751 eV nm
Fermi velocity v_F: 873.7 km/s
kinetic inductance L_K: 3.693 nH/um
L_K from lattice sum: 3.693 nH/um
quantum capacitance C_Q: 354.7 aF/um
C_Q from lattice sum: 354.7 aF/um
arccosh(H/R): 4.994
electrostatic capacitance C_E: 27.85 aF/um
C_E from boundary integral: 27.85 aF/um
series capacitance C: 25.82 aF/um
C_Q/C_E: 12.74
coupling e^2/C_E: 5.753 eV nm
charge-mode velocity v_c: 3238 km/s
v_c/v_F from formula: 3.70621
v_c/v_F from ring, 4 channels: 3.70621
slowest neutral mode/v_F from ring: 1.000000
fastest neutral mode/v_F from ring: 1.000000
charge mode/v_F from ring, 2 channels: 2.71441
charge mode/v_F from ring, no interaction: 1.000000
line impedance sqrt(L_K/C): 11.96 kohm
ideal delay over 1 um: 0.3088 ps
magnetic inductance L_M: 0.9987 pH/um
L_M/L_K: 2.705e-04
light speed in dielectric: 1.896e+05 km/s
relative velocity change from L_M: -1.352e-04
backscattering length (rough): 1 um
crossover frequency v_F/(pi*l): 278.1 GHz
resistance/reactance at 1 THz: 0.2781
phase velocity/v_c at 1 THz: 0.9906
wavelength at 1 THz: 3.208 um
amplitude decay length at 1 THz: 3.741 um
resistance/reactance at 10 GHz: 27.81
phase velocity/v_c at 10 GHz: 0.2634
wavelength at 10 GHz: 85.29 um
amplitude decay length at 10 GHz: 14.07 um
q*H at 1 THz without scattering: 0.09725
relative velocity change, finite q at 1 THz: -2.422e-03
temperature: 300 K
thermal change of mean band speed: -6.704e-05
doping level for estimate: 0.1 eV
doping change of mean band speed: -3.049e-04
next subband edge: 0.8343 eV
Boltzmann factor of that edge: 9.63e-15
on-site repulsion (rough): 10 eV
short-range coupling/(pi*hbar*v_F): 0.03403
short-range coupling/(e^2/C_E): 0.01069
```
